# Two single-channel conductances, two places to measure the voltage: a program that tests the result

```python
# Result under test: one current through a single spin-degenerate channel gives
#   G2 = (2e^2/h) T        with the voltage taken between the reservoirs,
#   G4 = (2e^2/h) T/(1-T)  with the voltage taken by weak, fringe-averaging probes.
# T, R = 1-T: transmission and reflection probabilities of the scatterer.
# Model: chain with hopping -t, energy E = -2t cos k, one site raised by U.
# Potentials are in units of the reservoir difference, with mu_L = 1, mu_R = 0.
import numpy as np
from scipy import constants as sc

t = 1.0              # hopping, eV
U = 1.0              # impurity level shift, eV
spacing = 0.25       # atomic spacing, nm
bias = 0.010         # reservoir voltage, V
temperature = 300.0  # K
kT = sc.k * temperature / sc.e          # eV
G0 = 2 * sc.e**2 / sc.h                 # S


def wave_number(energy):
    return np.arccos(-energy / (2 * t))


def reflection_amplitude(energy, shift=U):
    u = shift / (2 * t * np.sin(wave_number(energy)))
    return -1j * u / (1 + 1j * u)


def T_formula(energy, shift=U):
    return 1 / (1 + (shift / (2 * t * np.sin(wave_number(energy))))**2)


def inverse_green(energy, onsite, hops):
    """E - H - lead self-energies for a chain joined to two perfect leads."""
    H = np.diag(onsite.astype(complex)) - np.diag(hops, 1) - np.diag(hops, -1)
    lead = -t * np.exp(1j * wave_number(energy))
    H[0, 0] += lead
    H[-1, -1] += lead
    return energy * np.eye(len(onsite)) - H


def impurity_chain(M, shift=U):
    onsite = np.zeros(2 * M + 1)
    onsite[M] = shift
    return onsite, np.full(2 * M, t)


def terminal_matrix(energy, onsite, hops, probes=()):
    """Transmissions among left lead, right lead and probes (site broadenings)."""
    A = inverse_green(energy, onsite, hops)
    for p in probes:
        A = A + 0.5j * np.diag(p)
    left, right = np.zeros(len(onsite)), np.zeros(len(onsite))
    left[0] = right[-1] = 2 * t * np.sin(wave_number(energy))
    W = np.array([left, right, *probes])
    Tm = W @ np.abs(np.linalg.inv(A))**2 @ W.T
    np.fill_diagonal(Tm, 0)
    return Tm


def float_probes(Tm):
    """Potentials of all terminals and source current, probes drawing no current."""
    K = np.diag(Tm.sum(axis=1)) - Tm
    mu = np.zeros(len(Tm))
    mu[0] = 1
    mu[2:] = np.linalg.solve(K[2:, 2:], -K[2:, 0])
    return mu, K[0] @ mu


def pickups(energy, M):
    """Local density at each site injected from the left and right reservoirs."""
    onsite, hops = impurity_chain(M)
    rhs = np.zeros((2 * M + 1, 2), complex)
    rhs[0, 0] = rhs[-1, 1] = 1
    g = np.linalg.solve(inverse_green(energy, onsite, hops), rhs)
    return 2 * t * np.sin(wave_number(energy)) * np.abs(g)**2


# --- transmission formula against lattice Green functions
for E in (-1.3, 0.0, 0.6):
    for shift in (0.4, 1.0, 3.0):
        Tm = terminal_matrix(E, *impurity_chain(10, shift))
        assert abs(Tm[0, 1] - T_formula(E, shift)) < 1e-10

# --- Landauer current against real-time flow between two joined finite chains
half, kT_sim, mu_sim = 200, 0.05, 0.2
onsite = np.zeros(2 * half)
onsite[half - 1] = U
H = np.diag(onsite) - t * (np.eye(2 * half, k=1) + np.eye(2 * half, k=-1))


def fermi(energy, mu, width):
    return 0.5 * (1 - np.tanh((energy - mu) / (2 * width)))


C = np.zeros_like(H)
for block, mu in ((slice(0, half), mu_sim), (slice(half, None), -mu_sim)):
    e, V = np.linalg.eigh(H[block, block])
    C[block, block] = (V * fermi(e, mu, kT_sim)) @ V.T
levels, modes = np.linalg.eigh(H)


def number_right(time):
    rows = (modes[half:] * np.exp(-1j * levels * time)) @ modes.T
    return np.sum((rows @ C) * rows.conj()).real


flow = (number_right(170.0) - number_right(50.0)) / 120.0
Eg = np.linspace(-1.9, 1.9, 4001)
window = fermi(Eg, mu_sim, kT_sim) - fermi(Eg, -mu_sim, kT_sim)
flow_landauer = np.sum(T_formula(Eg) * window) * (Eg[1] - Eg[0]) / (2 * np.pi)
assert abs(flow / flow_landauer - 1) < 0.01    # finite chain and finite time

# --- wide weak probes covering whole fringe periods: four-terminal result
M = 25
for E, width in ((0.0, 8), (-1.0, 12)):
    pA, pB = np.zeros(2 * M + 1), np.zeros(2 * M + 1)
    pA[M - 4 - width:M - 4] = 1e-7
    pB[M + 5:M + 5 + width] = 1e-7
    mu, current = float_probes(terminal_matrix(E, *impurity_chain(M), (pA, pB)))
    TE = T_formula(E)
    assert abs(mu[2] - (1 - TE / 2)) < 1e-5 and abs(mu[3] - TE / 2) < 1e-5
    assert abs(current / (mu[2] - mu[3]) / (TE / (1 - TE)) - 1) < 1e-4
    if E == 0.0:
        muA, muB, J = mu[2], mu[3], current

# --- point probes at an incommensurate energy: fringe formula, range, averages
E, M = -0.7, 400
inj = pickups(E, M)
n = np.arange(-395, 0)
fromL, fromR = inj[n + M].T
reading = fromL / (fromL + fromR)
TE = T_formula(E)
fringe = (reflection_amplitude(E) * np.exp(-2j * wave_number(E) * n)).real
assert np.max(np.abs(reading - (1 - TE / (2 * (1 + fringe))))) < 1e-8
assert abs(reading.max() - (1 + np.sqrt(1 - TE)) / 2) < 2e-3
assert abs(reading.min() - (1 - np.sqrt(1 - TE)) / 2) < 2e-3
fromL_r, fromR_r = inj[M - n].T
reading_r = fromL_r / (fromL_r + fromR_r)
mean_of_readings = reading.mean() - reading_r.mean()
reading_of_means = (fromL.sum() / (fromL + fromR).sum()
                    - fromL_r.sum() / (fromL_r + fromR_r).sum())
assert abs(mean_of_readings - (1 - np.sqrt(TE))) < 5e-3   # finite stretch
assert abs(reading_of_means - (1 - TE)) < 5e-3            # finite stretch
T_inc = TE


# --- invasive phase-insensitive probes: sum over all classical paths
def invasive(T, eps):
    R = 1 - T
    # moving states: A->scatterer, scatterer->A, scatterer->B, B->scatterer
    Q = np.zeros((4, 4))
    Q[0, 1], Q[0, 2], Q[3, 1], Q[3, 2] = R, T, T, R
    exits = np.zeros((4, 4))                 # columns: L, R, A, B
    exits[1, 0], exits[1, 2] = 1 - eps, eps
    exits[2, 1], exits[2, 3] = 1 - eps, eps
    start = np.zeros((4, 4))                 # rows: L, R, A, B
    start[0, 0], start[1, 3], start[2, 0], start[3, 3] = 1 - eps, 1 - eps, eps, eps
    direct = np.zeros((4, 4))
    direct[0, 2] = direct[2, 0] = direct[1, 3] = direct[3, 1] = eps
    Tm = direct + start @ np.linalg.inv(np.eye(4) - Q) @ exits
    np.fill_diagonal(Tm, 0)
    mu, current = float_probes(Tm)
    return (mu[2] - mu[3]) / current, 1 / current


for T in (0.2, 0.5, 0.8):
    for eps in (1e-6, 0.1, 0.5, 1.0):
        r4, r2 = invasive(T, eps)
        assert abs(r4 - (1 / T - (2 - 2 * eps) / (2 - eps))) < 1e-8
        assert abs(r2 - (1 / T + 2 * eps / (2 - eps))) < 1e-8

# --- temperature: thermally averaged pickup at the half-filled chain
M = 82
Eg = np.linspace(-15 * kT, 15 * kT, 301)
dE = Eg[1] - Eg[0]
weight = dE / (4 * kT * np.cosh(Eg / (2 * kT))**2)
all_inj = np.array([pickups(E, M) for E in Eg])
thermal = np.tensordot(weight, all_inj, axes=1)
cold = pickups(0.0, M)
T0 = T_formula(0.0)
R0 = 1 - T0
background = np.sum(weight / (t * np.sin(wave_number(Eg))))
hbar_v = 2 * t * spacing                      # eV nm at half filling
L_T = hbar_v / (2 * np.pi * kT)               # nm
damping = {}
for d in (8, 40, 80):
    damping[d] = (thermal[M - d].sum() / background - 1) / (-R0)
    z = d * spacing / L_T
    assert abs(damping[d] - z / np.sinh(z)) < 5e-3


def probe_drop(inj, distances):
    """Potential difference of mirrored probes on the given sites."""
    d = np.array(distances)
    left, right = inj[M - d].sum(axis=0), inj[M + d].sum(axis=0)
    return left[0] / left.sum() - right[0] / right.sum()


wide = range(5, 13)
assert abs(probe_drop(thermal, wide) / R0 - 1) < 0.02
assert abs(probe_drop(thermal, [80]) / R0 - 1) < 0.05

T_grid = all_inj[:, -1, 0] * 2 * t * np.sin(wave_number(Eg))
open_window = fermi(Eg, bias / 2, kT) - fermi(Eg, -bias / 2, kT)
T_warm = np.sum(T_grid * open_window) * dE / bias

# --- phonon backscattering: incoherent slices, direction randomized per event
mean_free_path, length = 40.0, 16 * spacing   # nm, rough value and probe distance
slices = 4000
p = length / (2 * mean_free_path * slices)
T_ph = 1.0
for _ in range(slices):
    T_ph = T_ph * (1 - p) / (1 - (1 - T_ph) * p)
extra = 1 / T_ph - 1
assert abs(extra / (length / (2 * mean_free_path)) - 1) < 1e-3

# --- bond alternation over 16 bonds, no impurity
alternation = 0.01
hops = np.full(40, t)
hops[12:28] = t * (1 + alternation * (-1.0)**np.arange(16))
T_alt = terminal_matrix(0.0, np.zeros(41), hops)[0, 1]
half_gap = 2 * alternation * t
assert abs(T_alt - 1 / np.cosh(half_gap * length / hbar_v)**2) < 1e-4

# --- worked example
G2, G4 = G0 * J, G0 * J / (muA - muB)
assert abs(1 / G2 - 1 / G4 - 1 / G0) < 1e-4 / G0
mV = 1e3 * bias
print(f"hopping t = {t:.2f} eV, impurity shift U = {U:.2f} eV")
print(f"atomic spacing = {spacing:.2f} nm, bias = {mV:.1f} mV")
print(f"temperature for corrections = {temperature:.0f} K, kT = {1e3*kT:.2f} meV")
print(f"u = U/(2t) at half filling = {U/(2*t):.3f}")
print(f"T = {T0:.4f}, R = {R0:.4f}")
print(f"2e^2/h = {1e6*G0:.3f} uS, h/(2e^2) = {1e-3/G0:.3f} kOhm")
print(f"G2 (reservoirs) = {1e6*G2:.2f} uS, 1/G2 = {1e-3/G2:.3f} kOhm")
print(f"G4 (ideal probes) = {1e6*G4:.2f} uS, 1/G4 = {1e-3/G4:.3f} kOhm")
print(f"1/G2 - 1/G4 = {1e-3*(1/G2-1/G4):.3f} kOhm")
print(f"current = {1e6*G2*bias:.4f} uA")
print(f"drop left reservoir to probe A = {mV*(1-muA):.3f} mV")
print(f"drop probe A to probe B = {mV*(muA-muB):.3f} mV")
print(f"drop probe B to right reservoir = {mV*muB:.3f} mV")
for d in (7, 8):
    c = round(mV * probe_drop(cold, [d]), 4) + 0.0
    w = mV * probe_drop(thermal, [d])
    print(f"point probes {d} sites away: 0 K {c:.3f} mV, 300 K {w:.3f} mV")
print(f"wide probes, sites 5-12, 300 K: {mV*probe_drop(thermal, wide):.3f} mV")
print(f"point probes 80 sites ({80*spacing:.0f} nm) away, 300 K: "
      f"{mV*probe_drop(thermal, [80]):.3f} mV")
print(f"hbar v = {hbar_v:.3f} eV nm, hbar v/(2 pi kT) = {L_T:.2f} nm")
for d in damping:
    print(f"fringe damping at {d*spacing:.1f} nm, 300 K = {damping[d]:.3f}")
print(f"incommensurate test, E = -0.7 eV: T = {T_inc:.4f}")
print(f"  mean of point readings, A-B = {mean_of_readings:.4f} "
      f"(1-sqrt T = {1-np.sqrt(T_inc):.4f})")
print(f"  reading of mean pickup, A-B = {reading_of_means:.4f} "
      f"(1-T = {1-T_inc:.4f})")
print(f"time-dependent flow / Landauer flow = {flow/flow_landauer:.4f}")
for eps in (0.01, 0.1, 1.0):
    r4, r2 = invasive(T0, eps)
    print(f"probe absorption {eps:.2f}: four-probe {1e-3*r4/G0:.3f} kOhm, "
          f"two-terminal {1e-3*r2/G0:.3f} kOhm")
print(f"change of G2 at 300 K and full bias = {100*(T_warm/T0-1):.3f} %")
print(f"rough mean free path = {mean_free_path:.0f} nm, length = {length:.1f} nm")
print(f"phonon backscattering adds {1e-3*extra/G0:.3f} kOhm "
      f"= {100*extra*G4/G0:.1f} % of 1/G4")
print(f"bond alternation {100*alternation:.0f} %: half gap = {1e3*half_gap:.0f} meV, "
      f"T of clean stretch = {T_alt:.4f}")
print(f"  its R/T as resistance = {1e-3*(1/T_alt-1)/G0:.3f} kOhm")
print("checks complete")
```

It prints:

```
hopping t = 1.00 eV, impurity shift U = 1.00 eV
atomic spacing = 0.25 nm, bias = 10.0 mV
temperature for corrections = 300 K, kT = 25.85 meV
u = U/(2t) at half filling = 0.500
T = 0.8000, R = 0.2000
2e^2/h = 77.481 uS, h/(2e^2) = 12.906 kOhm
G2 (reservoirs) = 61.98 uS, 1/G2 = 16.133 kOhm
G4 (ideal probes) = 309.92 uS, 1/G4 = 3.227 kOhm
1/G2 - 1/G4 = 12.906 kOhm
current = 0.6198 uA
drop left reservoir to probe A = 4.000 mV
drop probe A to probe B = 2.000 mV
drop probe B to right reservoir = 4.000 mV
point probes 7 sites away: 0 K 3.333 mV, 300 K 3.276 mV
point probes 8 sites away: 0 K 0.000 mV, 300 K 0.165 mV
wide probes, sites 5-12, 300 K: 2.014 mV
point probes 80 sites (20 nm) away, 300 K: 1.969 mV
hbar v = 0.500 eV nm, hbar v/(2 pi kT) = 3.08 nm
fringe damping at 2.0 nm, 300 K = 0.933
fringe damping at 10.0 nm, 300 K = 0.252
fringe damping at 20.0 nm, 300 K = 0.020
incommensurate test, E = -0.7 eV: T = 0.7783
  mean of point readings, A-B = 0.1185 (1-sqrt T = 0.1178)
  reading of mean pickup, A-B = 0.2224 (1-T = 0.2217)
time-dependent flow / Landauer flow = 1.0000
probe absorption 0.01: four-probe 3.291 kOhm, two-terminal 16.263 kOhm
probe absorption 0.10: four-probe 3.906 kOhm, two-terminal 17.492 kOhm
probe absorption 1.00: four-probe 16.133 kOhm, two-terminal 41.946 kOhm
change of G2 at 300 K and full bias = -0.011 %
rough mean free path = 40 nm, length = 4.0 nm
phonon backscattering adds 0.645 kOhm = 20.0 % of 1/G4
bond alternation 1 %: half gap = 20 meV, T of clean stretch = 0.9748
  its R/T as resistance = 0.333 kOhm
checks complete
```
